# Does a uniformly magnetized cube prefer its body diagonal?

**Q:** I am sketching a memory element from a small cube of soft magnetic material. A long magnet likes to be magnetized along its length, and the longest line in a cube is the body diagonal. So the magnetization should settle along one of the four diagonals, which gives me eight stable states. Is that sound?

**A:** The first half is sound, the inference is not. A needle has low energy along its length because only its two small end faces then carry magnetic charge, whereas magnetizing it crosswise charges its large side faces. The energy depends on the charges, not on the longest chord. Let us compute it for a cube with the same magnetization $\mathbf M=M_s\mathbf m$ everywhere, $|\mathbf m|=1$. The cube is perfect and isolated, there is no applied field, and for now I count magnetostatic energy alone. I use Gaussian units.

**Q:** Which energy is that, and where do charges enter?

**A:** The body's own field $\mathbf H=-\nabla\phi$ gives

$$E=-\tfrac12\int \mathbf M\cdot\mathbf H\,dV=\tfrac12\int\mathbf M\cdot\nabla\phi\,dV .$$

The half is there because the field comes from the magnetization itself. Since $\mathbf M$ is uniform, $\mathbf M\cdot\nabla\phi=\nabla\cdot(\mathbf M\phi)$, and the divergence theorem turns the integral into one over the surface. There are no volume charges, and the surface charge density is $\sigma=\mathbf M\cdot\mathbf n$, with $\mathbf n$ the outward normal. Hence

$$E=\tfrac12\oint\sigma\phi\,dS=\tfrac12\oint\!\oint\frac{\sigma\sigma'}{|\mathbf r-\mathbf r'|}\,dS\,dS'.$$

**Q:** Along an edge, two faces are charged. Along the diagonal, all six are. Surely those energies differ?

**A:** Count them. Let the edge be $L$. The two faces normal to axis $i$ carry $\pm M_sm_i$. For unit charge density and unit edge, let the double integral be $w_s$ for a face with itself, $w_o$ for opposite faces and $w_a$ for adjacent ones. Each scales as $L^3$: two areas over one distance.

- Self terms: two faces per axis, each with a factor $\tfrac12$, give $m_i^2w_s$.
- Opposite faces: the pair occurs twice in the double sum, which cancels the $\tfrac12$, and the charges have opposite signs. This gives $-m_i^2w_o$.
- Adjacent faces: for axes $i\ne j$ there are four pairs, with signs $s,s'=\pm1$. They give $m_im_jw_a\sum_{s,s'}ss'=0$.

Therefore

$$E=M_s^2L^3(w_s-w_o)(m_x^2+m_y^2+m_z^2)=M_s^2L^3(w_s-w_o).$$

The direction has dropped out. On the diagonal more faces are charged, but each has density $M_s/\sqrt3$, so each quadratic term is a third as large, and there are three times as many. Numerical integration gives $w_s=2.9732$ and $w_o=0.8788$, with difference $2.0944$. The adjacent integral, $w_a=1.3489$, is not small; its contributions cancel by sign.

**Q:** Is $2.0944$ just a number, or does it mean something?

**A:** It is $2\pi/3$, and symmetry gives it without any integration. Since $\sigma$ is linear in $\mathbf M$, the energy is quadratic:

$$E=\tfrac12V\sum_{ij}\langle N_{ij}\rangle M_iM_j,\qquad
\langle N_{ij}\rangle=\frac1V\oint\!\oint\frac{n_in'_j}{|\mathbf r-\mathbf r'|}\,dS\,dS'.$$

Here $\langle N\rangle$ is the volume average of the local demagnetizing tensor, defined by $H_i(\mathbf r)=-\sum_jN_{ij}(\mathbf r)M_j$. To find its trace, use $\phi=\sum_jM_j\oint n'_j\,dS'/|\mathbf r-\mathbf r'|$. The divergence theorem in the primed variables gives

$$\oint\frac{n'_j\,dS'}{|\mathbf r-\mathbf r'|}=\int\partial'_j\frac1{|\mathbf r-\mathbf r'|}dV'=-\partial_j\Phi,\qquad \Phi=\int\frac{dV'}{|\mathbf r-\mathbf r'|}.$$

Because $H_i=-\partial_i\phi$, we have $N_{ij}=-\partial_i\partial_j\Phi$, which is symmetric. Inside the body $\nabla^2\Phi=-4\pi$, so $N_{xx}+N_{yy}+N_{zz}=4\pi$ at every interior point.

Now rotate the cube. A half turn about $x$ leaves it unchanged but reverses $y$ and $z$, so $\langle N_{xy}\rangle=-\langle N_{xy}\rangle=0$, and likewise $\langle N_{xz}\rangle=0$. A half turn about $y$ removes $\langle N_{yz}\rangle$. Quarter turns exchange the axes, so the three diagonal averages are equal. With trace $4\pi$, each is $4\pi/3$:

$$E=\tfrac12L^3\,\frac{4\pi}{3}M_s^2=\frac{2\pi}{3}M_s^2L^3 .$$

**Q:** Then why does a needle have a preference?

**A:** It lacks the rotations that exchange its long and short axes. For a prism with edges in the ratio $1:2:3$, the averaged factors along those edges are $6.77$, $3.50$ and $2.30$. The smallest belongs to the longest edge, so that axis is favoured.

A square plate is an intermediate case. Its fourfold axis $z$ makes $\langle N_{xx}\rangle=\langle N_{yy}\rangle=N$, and the trace leaves $4\pi-2N$ for $z$. With $m_x^2+m_y^2=1-m_z^2$,

$$E=\tfrac12VM_s^2\left[N+(4\pi-3N)m_z^2\right].$$

A uniform plate can distinguish in-plane from out-of-plane, but it cannot distinguish the side of the square from its diagonal.

**Q:** But the field inside a cube is not uniform. Doesn't that spoil the argument?

**A:** Not for the energy of a uniform state, which needs only the average. But the field also has components across $\mathbf M$, as the local tensor will show, so the uniform state is not in equilibrium. Take $L$ as the unit of length and put the origin at the centre. For signs $s_x,s_y,s_z=\pm1$ let $u=\tfrac12-s_xx$, $v=\tfrac12-s_yy$, $w=\tfrac12-s_zz$ and $R^2=u^2+v^2+w^2$.

With $\mathbf M$ along $x$, the faces at $x=s_x/2$ carry charge $s_xM_s$. Let $D$ be the distance from a face point $(y',z')$ to the field point. The field along $x$ contains $x-s_x/2=-s_xu$, so $N_{xx}=\sum_{s_x}u\int\!\int dy'dz'/D^3$. Split each face into four rectangles meeting opposite the field point. Integrating one over $z'$ leaves

$$\int_0^v\frac{uw\,d\eta}{(u^2+\eta^2)\sqrt{u^2+\eta^2+w^2}}=\arctan\frac{vw}{uR}.$$

To verify it, differentiate the right side with respect to $v$, using $u^2R^2+v^2w^2=(u^2+v^2)(u^2+w^2)$; the integrand at $\eta=v$ returns. For the field along $y$, the integrand $(y-y')/D^3$ is the $y'$-derivative of $1/D$, and the remaining $z'$ integral of $1/D$ is an inverse hyperbolic sine. So

$$N_{xx}=\sum_{s_x,s_y,s_z}\arctan\frac{vw}{uR},\qquad
N_{xy}=-\sum_{s_x,s_y,s_z}s_xs_y\,\mathrm{arsinh}\frac{w}{\sqrt{u^2+v^2}} .$$

On a mesh of $12^3$ points, $N_{xx}$ runs from $2.12$ to $6.67$, around its average of $4\pi/3\approx4.19$, and $|N_{xy}|$ reaches $4.39$. These extremes belong to the mesh: finer meshes widen the range of $N_{xx}$, and $|N_{xy}|$ diverges logarithmically at the edges parallel to $z$, where $u,v\to0$. The local field thus has components across $\mathbf M$, and these exert torques.

**Q:** So the spins tilt. Could the tilting bring back my diagonal?

**A:** It can create a preference, so we must find its sign. Write $\mathbf m(\mathbf r)=\mathbf m_0(1-u^2/2)+\mathbf u(\mathbf r)$ to second order, where $\mathbf u$ now denotes the small tilt, perpendicular to $\mathbf m_0$. I require $\langle\mathbf u\rangle=0$, so that $\mathbf m_0$ is the direction of the average magnetization. Tilting costs exchange energy, $A|\nabla\mathbf m|^2$ per volume.

The first-order magnetostatic change is $-M_s\int\mathbf u\cdot\mathbf H\,dV$. The original $\tfrac12$ is gone because changing the source and changing the moment acted upon contribute equally, by the symmetry of the dipole interaction. With lengths still in units of $L$, the change in energy density is

$$\delta e=M_s^2\left\langle\frac{|\nabla\mathbf u|^2}{\lambda}+\mathbf u\cdot N\mathbf m_0\right\rangle,\qquad \lambda=\frac{M_s^2L^2}{A}.$$

I have dropped magnetostatic terms of order $M_s^2u^2$. They are small beside exchange when $\lambda\ll1$, that is, for a small cube or stiff exchange.

**Q:** How do you minimize over a whole function?

**A:** Expand in products of cosines that have zero slope at the faces. That is the free boundary condition, which follows from minimizing exchange without a surface energy. Let the functions be orthonormal on the unit cube, with $k^2=\pi^2(p^2+q^2+r^2)$ and integers $p,q,r\ge0$. Let $N_k$ be the tensor's coefficient in mode $k$, and $\mathbf h_k$ the part of $N_k\mathbf m_0$ perpendicular to $\mathbf m_0$. Then

$$\delta e=M_s^2\sum_{k\ne0}\left[\frac{k^2}{\lambda}|\mathbf u_k|^2+\mathbf u_k\cdot\mathbf h_k\right].$$

The mode $k=0$ is absent because $\langle\mathbf u\rangle=0$. Nothing pushes on it at this order either, since the isotropic average makes $\mathbf h_0=0$. Setting the derivative to zero gives $\mathbf u_k=-\lambda\mathbf h_k/(2k^2)$. The bracket becomes $\lambda h_k^2/(4k^2)-\lambda h_k^2/(2k^2)$, hence

$$\delta e=-\frac{\lambda M_s^2}{4}G(\mathbf m_0),\qquad G=\sum_{k\ne0}\frac{|\mathbf h_k|^2}{k^2}.$$

**Q:** And how does $G$ depend on direction?

**A:** Removing the parallel part gives $|\mathbf h_k|^2=|N_k\mathbf m|^2-(\mathbf m\cdot N_k\mathbf m)^2$, where I drop the subscript on $\mathbf m_0$. Define

$$a=\sum_{k\ne0}\frac{N_{xx,k}^2}{k^2},\quad d=\sum_{k\ne0}\frac{N_{xy,k}^2}{k^2},\quad c=\sum_{k\ne0}\frac{N_{xx,k}N_{yy,k}}{k^2},$$

and $s=m_x^2m_y^2+m_y^2m_z^2+m_z^2m_x^2$.

The sum of $|N_k\mathbf m|^2/k^2$ is quadratic in $\mathbf m$, so cubic symmetry makes it isotropic. Its value along $x$ is $a+2d$.

The other sum is quartic. Under reflection $x\to-x$, $N_{xy}$ and $N_{xz}$ are odd while the diagonal elements and $N_{yz}$ are even; the other reflections act likewise. Each cosine mode has definite parity, so products of a diagonal with an off-diagonal element, or of two different off-diagonal elements, vanish. What remains is

$$\sum_{k\ne0}\frac{(\mathbf m\cdot N_k\mathbf m)^2}{k^2}=a(m_x^4+m_y^4+m_z^4)+2cs+4ds.$$

The trace is constant in space, so its coefficients vanish for $k\ne0$. Multiplying $N_{xx,k}+N_{yy,k}+N_{zz,k}=0$ by $N_{xx,k}/k^2$ and summing gives $a+2c=0$. Squaring $m_x^2+m_y^2+m_z^2=1$ gives $m_x^4+m_y^4+m_z^4=1-2s$. The quartic sum is therefore $a(1-2s)-as+4ds=a+(4d-3a)s$, and

$$G=2d-bs,\qquad b=4d-3a,\qquad \delta e=-\frac{\lambda M_s^2d}{2}+K_1s,\qquad K_1=\frac{\lambda M_s^2b}{4}.$$

**Q:** Everything hangs on the sign of $b$, then.

**A:** Yes. The local tensor gives $a=0.0304$ and $d=0.0605$, so $b=0.151$, which is positive. Since $s=0$ along an edge direction [100], $1/4$ along a face diagonal [110] and $1/3$ along a body diagonal [111], relaxation lowers the edge direction most. To this order your diagonal is the highest of the three.

Nonuniformity is necessary for a magnetostatic preference in a cube, but it does not guarantee one: had $4d$ equalled $3a$, the preference would have vanished at this order.

**Q:** Put numbers in. My cube is 10 nm across.

**A:** Take $M_s=800$ emu/cm³ and $A=10^{-6}$ erg/cm, round values in the rough range of soft nickel–iron alloys. Then

$$\lambda=\frac{(800)^2(10^{-6})^2}{10^{-6}}=0.64,$$

where $L=10^{-6}$ cm and the units cancel. The uniform energy is

$$\frac{2\pi}{3}(6.4\times10^5)(10^{-18})=1.34\times10^{-12}\ \text{erg}=837\ \text{meV},$$

in all directions. The second-order formula gives

$$K_1=\frac{0.64\times6.4\times10^5\times0.151}{4}\approx1.55\times10^4\ \text{erg/cm}^3,$$

and $K_1L^3/3=3.2$ meV between [111] and [100].

**Q:** But $0.64$ is hardly much less than one.

**A:** So I also minimized the full exchange and magnetostatic energy on $16^3$ cells, with the average direction held on each axis. Relaxation lowers [100] by 7.5 meV, [110] by 5.2 meV and [111] by 4.6 meV. The [111] state ends 2.96 meV above [100], or $4.7\times10^{-15}$ erg; a $12^3$ mesh gives 2.95 meV, and finer meshes raise it to 2.97–2.98 meV. The second-order value is 8–9% too high relative to the minimized one.

The separate relaxation energies agree better. With $G=2d=0.121$ for [100] and $G=2d-b/3=0.0707$ for [111], the second-order lowering $\lambda M_s^2L^3G/4$ is 7.7 meV and 4.5 meV. Relative to the minimized values, the first is about 3% too large and the second about 1% too small. These errors have opposite signs, so they add in the difference, which is also smaller than either energy.

The largest tilt of any cell in the [100] state is under 3°. The state looks nearly uniform, yet the whole preference comes from its small departure from uniformity.

**Q:** Will the edge direction hold my bit, then?

**A:** Not at this size. At 300 K the thermal energy $k_BT$ is 25.9 meV, nearly nine times the [111]–[100] difference. To pass from one edge direction to the next, the magnetization need not climb to [111]. In the quartic model the lowest pass is at [110], where the minimized energy is 2.3 meV above [100], or $0.09\,k_BT$.

**Q:** So make the cube bigger.

**A:** That helps quickly. For small $\lambda$ the energy density difference grows as $L^2$ and the volume as $L^3$, so the total difference grows as $L^5$. Keeping $M_s$ and $A$ fixed, minimization on $12^3$ cells gives the values below; at 10 and 20 nm, finer meshes raise them by up to about 1%.

| $L$ (nm) | $E_{110}-E_{100}$ (meV) | $E_{111}-E_{100}$ (meV) |
|---|---|---|
| 5 | 0.074 | 0.098 |
| 10 | 2.31 | 2.95 |
| 15 | 16.9 | 20.2 |
| 20 | 67.3 | 73.4 |

The ratio of the two columns is 0.76 at 5 nm, close to the quartic value $(1/4)/(1/3)=3/4$, and rises to 0.92 at 20 nm, where $\lambda=2.56$. The leading-order angular law is no longer accurate there, though [100] remains the lowest of these three directions. I have not examined larger cubes, so I would not extend the ordering to them.

At 20 nm the [110] energy is $2.6\,k_BT$ above [100]. If thermal switching takes a time of order $\tau_0e^{\Delta E/k_BT}$ with $\tau_0$ roughly a nanosecond, ten years needs a barrier near $40\,k_BT$. This cube is still far from that.

**Q:** How would a real element compare with this model?

**A:** The values of $M_s$ and $A$ are ordinary for a soft alloy; the perfect cube is the idealization. A memory element can instead be a thin layered one, whose stability relies on anisotropy from interfaces or on an elongated outline. Three departures from the model can be sized against the preference found above.

- **Unequal edges.** Lengthen one edge of the 10 nm cube by 1%, keeping the other two fixed. Even with uniform magnetization, the long axis is then favoured by 8.4 meV, almost three times the [111]–[100] difference.
- **Unequal faces.** Suppose each face has a surface energy $K_s(\mathbf m\cdot\mathbf n)^2$ per area. For uniform magnetization, six equal faces sum to $2K_sL^2$, which has no preferred direction. Once the spins may tilt this no longer holds, because the faces exert torques that combine with the magnetostatic ones. In the 10 nm cube, $K_s=+0.1$ erg/cm² on all six faces puts the relaxed [111] state roughly 1 meV below [100], reversing the order found above, while $K_s=-0.1$ erg/cm² puts it about 4.4 meV above. Both values converge slowly with the mesh: the first is 0.9 meV on $16^3$ cells, 1.0 on $24^3$, and about 1.2 extrapolated; the second is 4.6 meV on $16^3$ cells and about 4.4 extrapolated. The sign of $K_s$ alone does not fix the order, since $K_s=-0.4$ erg/cm² also puts [111] below [100]. If one face differs by a rough 0.1 erg/cm², as contact with another layer might cause, the resulting term is $0.1\times10^{-12}$ erg, or 62 meV. Its sign decides whether that face's normal is favoured or avoided.
- **Crystal anisotropy.** A rough 10³ erg/cm³ times the volume is 0.6 meV. This is smaller than the shape preference at 10 nm. At 5 nm the same product is 0.08 meV; if the anisotropy is uniaxial, that is as large as the [110]–[100] difference there. A cubic term $Ks$ aligned with the edges contributes only $KV/4$ between [110] and [100] and $KV/3$ between [111] and [100], about a quarter of the shape values at 5 nm. All of these would be larger in a material with stronger crystal anisotropy.

The first and third scale as $L^3$ and the one-face term as $L^2$. At 20 nm a 1% elongation is therefore worth about 67 meV, as much as the [110]–[100] difference itself. The effect of six equal faces works through tilting and scales differently: for small $\lambda$ its part linear in $K_s$ grows as $L^4$ and its quadratic part as $L^3$. At 20 nm, on $12^3$ cells, $K_s=+0.1$ erg/cm² only lowers the [111]–[100] difference from 73 to about 25 meV (about 21 meV when extrapolated to fine meshes), while $+0.2$ erg/cm² reverses it. Thermal disorder of the spins, damaged edges and the atomic lattice are also outside the model, and I have not sized them.

**Q:** Then if I measure a preferred axis in a nearly cubic magnet, I cannot simply credit its cubic shape.

**A:** Right. First ask whether the edges and faces are really equivalent, and what the crystal and any strain contribute; those can select an axis even when the magnetization is uniform. What the cubic shape itself adds magnetostatically must come through nonuniform magnetization. For the cubes computed here, that contribution favours the edge directions over the body diagonals. It is small enough that a surface anisotropy can reverse the order, even one equal on all six faces: $+0.1$ erg/cm² suffices at 10 nm but not at 20 nm, where $+0.2$ erg/cm² does.

## Computed results

```
Face integral, self: 2.973210 (unit edge)
Face integral, opposite: 0.878814 (unit edge)
Face integral, adjacent: 1.348890 (unit edge)
Uniform E/(Ms^2 L^3), [100]: 2.094395
Uniform E/(Ms^2 L^3), [110]: 2.094395
Uniform E/(Ms^2 L^3), [111]: 2.094395
2 pi/3: 2.094395
Uniform energy spread, random directions: 1.3e-15 Ms^2 L^3
Prism 1:2:3 factors along edges 1, 2, 3: 6.7706, 3.4984, 2.2974
Prism factor sum: 12.566371; 4 pi: 12.566371
Local Nxx range on 12^3 points: 2.122 to 6.669
Largest local |Nxy| on 12^3 points: 4.386
Continuum mode sums: a=0.03036, d=0.06053, b=0.15104
Continuum G: [100] 0.12106, [110] 0.08330, [111] 0.07071
Small-cube quartic ratio from minimization: 0.75010
Ms: 800 emu/cm^3
A: 1.0e-06 erg/cm
Edge L: 10 nm
Exchange length sqrt(A/(2 pi Ms^2)): 4.987 nm
lambda = Ms^2 L^2/A: 0.640
Uniform energy: 836.62 meV = 1.340e-12 erg
Relaxation energy [100]: -7.5172 meV; largest cell tilt 2.87 deg
Relaxation energy [110]: -5.1957 meV; largest cell tilt 2.82 deg
Relaxation energy [111]: -4.5571 meV; largest cell tilt 2.01 deg
Relaxed E110-E100: 2.3215 meV
Relaxed E111-E100: 2.9601 meV = 4.743e-15 erg
Same E111-E100 on coarser 12^3 grid: 2.9493 meV
Second-order K1: 15466.0 erg/cm^3
Second-order E111-E100: 3.2177 meV
Lowest of the three axes at 10 nm: [100]
Size scan, 12^3 cells: L nm; lambda; relaxation [100], E110-E100, E111-E100 in meV
  5; 0.16; -0.2388, 0.0742, 0.0978
  10; 0.64; -7.4943, 2.3136, 2.9493
  15; 1.44; -55.1305, 16.8631, 20.2159
  20; 2.56; -222.5197, 67.3080, 73.3669
Thermal energy at 300 K: 25.852 meV
|E111-E100|/thermal energy: 0.1145
Uniform-state preference from 1% elongation: 8.405 meV
Rough crystal anisotropy 1000 erg/cm^3: 0.624 meV
Rough one-face anisotropy 0.1 erg/cm^2: 62.42 meV
```
